# The Yeh–Berkowitz slab correction and its exponentially small residual error: test program

```python
"""
Result under test (Hartree atomic units, neutral cell, tin-foil Ewald):
    E_3D + 2 pi M_z^2 / V = E_slab + Delta,
    Delta = sum_{G != 0} (2 pi/(A G)) Re[S_plus S_minus^*] / (exp(G Lz) - 1),
    S_plus/minus(G) = sum_i q_i exp(i G.rho_i +/- G z_i).
E_3D   : energy per cell of the three-dimensional periodic array
E_slab : energy per cell of one isolated slab, periodic in x and y only
M_z    : dipole of the unbroken slab;  A : lateral area;  V = A Lz
G      : lateral reciprocal vectors;  gap = Lz - slab thickness
Delta decays as exp(-G_min gap), with G_min = 2 pi/L for a square cell.
E_slab is obtained from a direct real-space sum, without Fourier methods.
"""
import numpy as np
from scipy.special import erfc
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
pi = np.pi


def lateral_sum(q, r, box, shift=0.0):
    """Sum over lateral cells of q_i q_j / distance, second slab raised by shift.

    Square blocks of (2N+1)^2 cells are extrapolated to infinite size; the
    remainder contains only odd powers of 1/(N+1/2) for a neutral cell.
    """
    sizes = np.array([10, 20, 35, 55, 80])
    top = sizes[-1]
    n = np.arange(-top, top + 1)
    X, Y = np.meshgrid(n * box[0], n * box[1], indexing="ij")
    cell_terms = np.zeros_like(X, dtype=float)
    for i in range(len(q)):
        for j in range(len(q)):
            dx, dy, dz = r[j] - r[i]
            dist = np.sqrt((X + dx)**2 + (Y + dy)**2 + (dz + shift)**2)
            if i == j and shift == 0.0:
                dist[top, top] = np.inf
            cell_terms += q[i] * q[j] / dist
    partial = [cell_terms[top - N:top + N + 1, top - N:top + N + 1].sum()
               for N in sizes]
    powers = np.array([0, 1, 3, 5, 7])
    half_width = (sizes + 0.5) / (sizes[0] + 0.5)
    matrix = half_width[:, None] ** (-powers[None, :].astype(float))
    return np.linalg.solve(matrix, np.array(partial))[0]


def slab_energy(q, r, box):
    return 0.5 * lateral_sum(q, r, box)


def ewald_energy(q, r, box, Lz, alpha=0.6):
    """Three-dimensional Ewald energy, k = 0 omitted (tin-foil boundary)."""
    L = np.array([box[0], box[1], Lz])
    V = L.prod()
    nr = np.ceil(6.0 / alpha / L).astype(int) + 1
    images = np.stack(np.meshgrid(*[np.arange(-m, m + 1) for m in nr],
                                  indexing="ij"), -1).reshape(-1, 3) * L
    real = 0.0
    for i in range(len(q)):
        for j in range(len(q)):
            d = np.linalg.norm(images + r[j] - r[i], axis=1)
            d = d[d > 1e-9]
            real += 0.5 * q[i] * q[j] * np.sum(erfc(alpha * d) / d)
    nk = np.ceil(12.0 * alpha * L / (2 * pi)).astype(int)
    k = np.stack(np.meshgrid(*[np.arange(-m, m + 1) for m in nk],
                             indexing="ij"), -1).reshape(-1, 3) * (2 * pi / L)
    k2 = np.sum(k**2, axis=1)
    keep = k2 > 1e-12
    k, k2 = k[keep], k2[keep]
    S = np.exp(1j * (k @ r.T)) @ q
    recip = 2 * pi / V * np.sum(np.exp(-k2 / (4 * alpha**2)) / k2 * abs(S)**2)
    return real + recip - alpha / np.sqrt(pi) * np.sum(q**2)


def lateral_vectors(box, nmax=12):
    n = np.arange(-nmax, nmax + 1)
    gx, gy = np.meshgrid(2 * pi * n / box[0], 2 * pi * n / box[1], indexing="ij")
    G = np.column_stack([gx.ravel(), gy.ravel()])
    size = np.linalg.norm(G, axis=1)
    return G[size > 1e-12], size[size > 1e-12]


def image_amplitudes(q, r, box):
    """|G| and (2 pi/(A G)) Re[S_plus S_minus^*] for all lateral G != 0."""
    G, size = lateral_vectors(box)
    phase = np.exp(1j * (G @ r[:, :2].T))
    growth = np.exp(np.outer(size, r[:, 2]))
    S_plus, S_minus = (phase * growth) @ q, (phase / growth) @ q
    area = box[0] * box[1]
    return size, 2 * pi / (area * size) * (S_plus * S_minus.conj()).real


def delta_formula(q, r, box, Lz):
    size, amp = image_amplitudes(q, r, box)
    return np.sum(amp / np.expm1(size * Lz))


def correction(q, r, box, Lz):
    return 2 * pi * (q @ r[:, 2])**2 / (box[0] * box[1] * Lz)


def measured_rate(q, r, box, Lz1, Lz2):
    """Decay rate of the corrected energy error between two cell heights."""
    E = slab_energy(q, r, box)
    err = [ewald_energy(q, r, box, Lz) + correction(q, r, box, Lz) - E
           for Lz in (Lz1, Lz2)]
    return np.log(abs(err[0] / err[1])) / (Lz2 - Lz1)


# ---- model slab ----
q = np.array([1.0, -1.0, 0.5, -0.5])
r = np.array([[0.0, 0.0, 4.0], [2.0, 1.0, 0.0], [5.0, 6.0, 3.0], [7.0, 4.0, 1.0]])
box = (10.0, 10.0)
A = box[0] * box[1]
thickness = np.ptp(r[:, 2])
Mz = q @ r[:, 2]
G_min = 2 * pi / box[0]
assert abs(q.sum()) < 1e-14
for i in range(4):
    print(f"charge {i+1}: q = {q[i]:+.1f} e, (x, y, z) = "
          f"({r[i,0]:.0f}, {r[i,1]:.0f}, {r[i,2]:.0f}) bohr")
print(f"lateral cell side = {box[0]:.1f} bohr, thickness = {thickness:.1f} bohr")
print(f"slab dipole M_z = {Mz:.3f} e bohr")
print(f"shortest lateral vector 2 pi/L = {G_min:.6f} 1/bohr")

# ---- one-dimensional kernels: explicit k_z sums against closed forms ----
Lz_test = 20.0
kz = 2 * pi * np.arange(1, 200001) / Lz_test
for z in (1.0, 3.0, -7.0, 16.0):
    V = A * Lz_test
    flat_sum = 8 * pi / V * np.sum(np.cos(kz * z) / kz**2)
    flat_form = -2*pi*abs(z)/A + 2*pi*z**2/V + pi*Lz_test/(3*A)
    assert abs(flat_sum - flat_form) < 1e-8
    wave_sum = 4*pi/V * (1/G_min**2 + 2*np.sum(np.cos(kz*z)/(kz**2 + G_min**2)))
    wave_form = (2*pi/(A*G_min) * np.cosh(G_min*(Lz_test/2 - abs(z)))
                 / np.sinh(G_min*Lz_test/2))
    assert abs(wave_sum - wave_form) < 1e-8
    if z == 3.0:
        print(f"G=0 kernel, z=3, Lz=20 bohr: sum {flat_sum:.8f}, "
              f"closed form {flat_form:.8f} 1/bohr")
        print(f"G=G_min kernel, same z, Lz: sum {wave_sum:.8f}, "
              f"closed form {wave_form:.8f} 1/bohr")

# ---- interaction of two slabs, direct sum against lateral Fourier form ----
size, amp = image_amplitudes(q, r, box)
for d in (10.0, 14.0):
    W_direct = lateral_sum(q, r, box, shift=d)
    W_fourier = np.sum(amp * np.exp(-size * d))
    assert abs(W_direct - W_fourier) < 1e-9
    print(f"two slabs {d:.0f} bohr apart: W direct {W_direct:.9f}, "
          f"Fourier {W_fourier:.9f} hartree")

# ---- main comparison ----
E_slab = slab_energy(q, r, box)
print(f"E_slab (direct lateral sum) = {E_slab:.10f} hartree")
assert abs(ewald_energy(q, r, box, 18.0, 0.6)
           - ewald_energy(q, r, box, 18.0, 0.5)) < 1e-11
shell = abs(size - G_min) < 1e-9
C = np.sum(amp[shell]) * np.exp(-G_min * thickness)
print(f"leading residual prefactor C = {C:.6f} hartree")
for gap in (6.0, 10.0, 14.0, 18.0, 22.0):
    Lz = thickness + gap
    E3 = ewald_energy(q, r, box, Lz)
    corr = correction(q, r, box, Lz)
    raw_error = E3 - E_slab
    error = E3 + corr - E_slab
    delta = delta_formula(q, r, box, Lz)
    bound = np.sum(abs(q))**2 * np.sum(
        2*pi/(A*size) * np.exp(-size*gap) / (-np.expm1(-size*Lz)))
    assert abs(error - delta) < 2e-10
    assert abs(error) < bound
    print(f"gap {gap:.0f} bohr, Lz {Lz:.0f} bohr: E_3D = {E3:.8f}, "
          f"2 pi M_z^2/V = {corr:.8f} hartree")
    print(f"   error: uncorrected {raw_error:.4e}, corrected {error:.4e} hartree")
    print(f"   Delta formula {delta:.4e}, bound {bound:.4e}, "
          f"leading term {C*np.exp(-G_min*gap):.4e} hartree")
assert abs(C * np.exp(-G_min * gap) / error - 1) < 0.01
print(f"correction at gap {gap:.0f} bohr = {corr*HARTREE_EV:.5f} eV")
print(f"corrected error at gap {gap:.0f} bohr = {error*HARTREE_EV:.3e} eV")

# ---- force correction, by differentiating the two independent energies ----
step = 1e-3
for i in range(4):
    difference = []
    for sign in (1, -1):
        moved = r.copy()
        moved[i, 2] += sign * step
        difference.append(slab_energy(q, moved, box)
                          - ewald_energy(q, moved, box, Lz))
    dF = -(difference[0] - difference[1]) / (2 * step)
    dF_formula = -4 * pi * Mz * q[i] / (A * Lz)
    assert abs(dF - dF_formula) < 1e-6
    if i == 0:
        print(f"Lz {Lz:.0f} bohr, charge 1: F_slab - F_3D = {dF:.7f}, "
              f"formula {dF_formula:.7f} hartree/bohr")
print(f"uniform field 4 pi M_z/V at Lz {Lz:.0f} bohr = "
      f"{4*pi*Mz/(A*Lz):.7f} hartree/(e bohr)")

# ---- decay rates: square, rectangular and centred lateral cells ----
rate = measured_rate(q, r, box, 22.0, 26.0)
assert abs(rate / G_min - 1) < 0.01
print(f"square cell: measured rate {rate:.5f}, 2 pi/L {G_min:.5f} 1/bohr")
rect = (8.0, 12.0)
rate = measured_rate(q, r, rect, 22.0, 26.0)
expected = 2 * pi / max(rect)
assert abs(rate / expected - 1) < 0.02
print(f"8 x 12 bohr cell: measured rate {rate:.5f}, "
      f"2 pi/(longer side) {expected:.5f} 1/bohr")
q2 = np.concatenate([q, q])
r2 = np.vstack([r, r + np.array([5.0, 5.0, 0.0])])
rate = measured_rate(q2, r2, box, 18.0, 22.0)
expected = np.sqrt(2) * G_min
assert abs(rate / expected - 1) < 0.01
print(f"slab copied by (5, 5, 0) bohr: measured rate {rate:.5f}, "
      f"sqrt(2) 2 pi/L {expected:.5f} 1/bohr")

# ---- a charge wrapped through the boundary spoils M_z but not E_3D ----
wrapped = r.copy()
wrapped[1, 2] += Lz
E_wrapped = ewald_energy(q, wrapped, box, Lz)
assert abs(E_wrapped - E3) < 1e-10
wrapped_error = E_wrapped + correction(q, wrapped, box, Lz) - E_slab
assert abs(wrapped_error) > 1e3 * abs(error)
print(f"charge 2 wrapped to z = {wrapped[1,2]:.0f} bohr: "
      f"M_z = {q @ wrapped[:,2]:.3f} e bohr")
print(f"   E_3D change {abs(E_wrapped-E3):.1e}, "
      f"corrected error {wrapped_error:.6f} hartree")

print("verified")
```

Printed output:

```
charge 1: q = +1.0 e, (x, y, z) = (0, 0, 4) bohr
charge 2: q = -1.0 e, (x, y, z) = (2, 1, 0) bohr
charge 3: q = +0.5 e, (x, y, z) = (5, 6, 3) bohr
charge 4: q = -0.5 e, (x, y, z) = (7, 4, 1) bohr
lateral cell side = 10.0 bohr, thickness = 4.0 bohr
slab dipole M_z = 5.000 e bohr
shortest lateral vector 2 pi/L = 0.628319 1/bohr
G=0 kernel, z=3, Lz=20 bohr: sum 0.04921828, closed form 0.04921828 1/bohr
G=G_min kernel, same z, Lz: sum 0.01518593, closed form 0.01518593 1/bohr
two slabs 10 bohr apart: W direct -0.002181193, Fourier -0.002181193 hartree
two slabs 14 bohr apart: W direct -0.000162612, Fourier -0.000162612 hartree
E_slab (direct lateral sum) = -0.1713035828 hartree
leading residual prefactor C = -0.081931 hartree
gap 6 bohr, Lz 10 bohr: E_3D = -0.33056799, 2 pi M_z^2/V = 0.15707963 hartree
   error: uncorrected -1.5926e-01, corrected -2.1848e-03 hartree
   Delta formula -2.1848e-03, bound 9.7187e-02, leading term -1.8888e-03 hartree
gap 10 bohr, Lz 14 bohr: E_3D = -0.28366596, 2 pi M_z^2/V = 0.11219974 hartree
   error: uncorrected -1.1236e-01, corrected -1.6264e-04 hartree
   Delta formula -1.6264e-04, bound 7.0848e-03, leading term -1.5300e-04 hartree
gap 14 bohr, Lz 18 bohr: E_3D = -0.25858272, 2 pi M_z^2/V = 0.08726646 hartree
   error: uncorrected -8.7279e-02, corrected -1.2675e-05 hartree
   Delta formula -1.2675e-05, bound 5.5469e-04, leading term -1.2393e-05 hartree
gap 18 bohr, Lz 22 bohr: E_3D = -0.24270443, 2 pi M_z^2/V = 0.07139983 hartree
   error: uncorrected -7.1401e-02, corrected -1.0120e-06 hartree
   Delta formula -1.0120e-06, bound 4.4400e-05, leading term -1.0039e-06 hartree
gap 22 bohr, Lz 26 bohr: E_3D = -0.23171891, 2 pi M_z^2/V = 0.06041524 hartree
   error: uncorrected -6.0415e-02, corrected -8.1550e-08 hartree
   Delta formula -8.1550e-08, bound 3.5814e-06, leading term -8.1319e-08 hartree
correction at gap 22 bohr = 1.64398 eV
corrected error at gap 22 bohr = -2.219e-06 eV
Lz 26 bohr, charge 1: F_slab - F_3D = -0.0241662, formula -0.0241661 hartree/bohr
uniform field 4 pi M_z/V at Lz 26 bohr = 0.0241661 hartree/(e bohr)
square cell: measured rate 0.62961, 2 pi/L 0.62832 1/bohr
8 x 12 bohr cell: measured rate 0.52352, 2 pi/(longer side) 0.52360 1/bohr
slab copied by (5, 5, 0) bohr: measured rate 0.88759, sqrt(2) 2 pi/L 0.88858 1/bohr
charge 2 wrapped to z = 26 bohr: M_z = -21.000 e bohr
   E_3D change 0.0e+00, corrected error 1.005310 hartree
verified
```
